# Compliance limits and capacitive current overshoot in forming oxide memory cells

**The argument under comment.** The manuscript forms a filament in an oxide memory cell with the instrument's current compliance set to $I_c=0.1$ mA. The recorded current never exceeds this value. The authors conclude that the filament never carried more than 0.1 mA, and they use that current to predict the filament's resistance.

The first observation concerns the instrument's terminal, the conclusion concerns the cell. Between the two lie a cable, a probe, a pad and some wiring, all with capacitance to ground. The question is whether this capacitance matters, and for which values.

**Current balance.** Let $C$ be the total capacitance between the limiter and the filament, treated as one lumped capacitor in parallel with the cell. Let $V$ be its voltage, $G$ the filament conductance, $I=GV$ the filament current and $I_s$ the current from the instrument. Currents are positive from the node to ground, except $I_s$, which is positive into the node. Then

$$I_s=C\frac{dV}{dt}+I,\qquad\text{so}\qquad I=I_s-C\frac{dV}{dt}.$$

I grant the authors a perfect limiter: it holds the forming voltage $V_F$ while this requires less than $I_c$, and otherwise delivers $I_c$ without delay. As $G$ grows, the limit is reached at $G_c=I_c/V_F$. From then on $I_s=I_c$ and

$$I-I_c=-C\frac{dV}{dt}.$$

While the cell voltage falls, the filament carries more than $I_c$, and the instrument cannot see the difference. Integrating from the moment the limit is reached to the settled state gives the excess charge

$$\int (I-I_c)\,dt=C(V_F-V_{\rm end}),$$

whatever the law of filament growth. The limiter has no influence on this charge except through $V_{\rm end}$. How high the current rises depends on how fast the charge is released.

**If the resistance falls abruptly.** Suppose the cell drops at once to a fixed resistance $R$, with $V_F/R>I_c$. The balance $C\,dV/dt=I_c-V/R$ has the steady value $V=I_cR$, and the deviation from it decays with time constant $RC$. Starting from $V_F$ and dividing by $R$,

$$I=I_c+\left(\frac{V_F}{R}-I_c\right)e^{-t/RC}.$$

The peak is $V_F/R$, independent of $C$; the capacitance sets only the duration. For a conductance rising to 2 mS (500 Ω) at 1000 mS/ns, which takes 2 ps, numerical integration gives peaks of 5.99 mA with 1 pF and 6.00 mA with 100 pF, against $V_F/R=6$ mA for $V_F=3$ V. This holds as long as the fall is much faster than $RC$ and $C$ acts as a lumped capacitor. If $C$ is instead that of a cable with wave impedance $Z_0$, and the fall is faster than the cable's delay, the peak is about $V_F/(R+Z_0)$, here 5.5 mA for 50 Ω.

**If the filament grows gradually.** A filament has no resistance fixed in advance: it grows while the voltage across it drives growth. A simple model takes a constant rate $g=dG/dt$, with growth ending when the cell voltage has fallen to $V_t$. Dividing $dV/dt$ by $dG/dt$ makes $G$ the independent variable:

$$\frac{dV}{dG}=\frac{I_c-GV}{gC}.$$

Set $x=G/\sqrt{2gC}$, $x_c=G_c/\sqrt{2gC}$ and $v=V/V_F$. Since $dG=\sqrt{2gC}\,dx$ and $I_c=\sqrt{2gC}\,x_cV_F$, the source term becomes $2gC\,x_c/(gC)=2x_c$ and the other becomes $-2xv$:

$$\frac{dv}{dx}+2xv=2x_c .$$

Multiplying by $e^{x^2}$ turns the left side into $d(e^{x^2}v)/dx$. Integration from $x_c$, where $v=1$, gives

$$e^{x^2}v-e^{x_c^2}=2x_c\int_{x_c}^{x}e^{u^2}du .$$

With Dawson's function $D(x)=e^{-x^2}\int_0^x e^{u^2}du$, the integral equals $e^{x^2}D(x)-e^{x_c^2}D(x_c)$, so

$$v=e^{x_c^2-x^2}\left[1-2x_cD(x_c)\right]+2x_cD(x),\qquad \frac{I}{I_c}=\frac{x}{x_c}\,v .$$

Apart from the stopping point, the overshoot ratio depends on one parameter:

$$x_c^2=\frac{C^*}{2C},\qquad C^*=\frac{I_c^2}{gV_F^2}.$$

**The current does not return to the limit during growth.** Differentiating $I=GV$,

$$\frac{dI}{dt}=gV-\frac{G}{C}(I-I_c).$$

When the limit is first reached, $I=I_c$ and the slope is $gV_F>0$, so the current passes above $I_c$. To come back it would have to meet $I_c$ with a slope that is not positive, but there the slope is $gV>0$. Within this model some overshoot therefore occurs for every nonzero $C$.

A larger $C$ gives a larger peak, with $g$, $V_F$, $V_t$ and $I_c$ held fixed. At given $G$ and $V$, the fall $-dV/dG=(GV-I_c)/(gC)$ is slower for larger $C$. The voltage curve for larger $C$ thus stays above the other, and so does $I=GV$ at each $G$.

**Where the authors' conclusion is nearly right.** At a maximum inside the growth interval, $dI/dt=0$ gives $I_{\rm pk}-I_c=gCV/G$. If the largest current occurs when growth stops, $dI/dt\ge0$ there, and the equality becomes "at most". Since $V<V_F$ and $G>I_c/V_F$,

$$\frac{I_{\rm pk}-I_c}{I_c}<\frac{gCV_F^2}{I_c^2}=\frac{C}{C^*}.$$

For $C\ll C^*$ the setting does cap the filament current, to within this fraction. The voltage then follows $I_c/G$, and growth ends at $G_f=I_c/V_t$, which is the authors' prediction.

**Where it fails.** For $C\gg C^*$, $x_c$ is small. Because $D(x_c)\approx x_c$, the corrections to the first term of $v$ are of order $x_c^2$, and

$$\frac{I}{I_c}=\frac{x\,e^{-x^2}}{x_c}+2xD(x)+O(x_c).$$

The first term is largest where $(1-2x^2)e^{-x^2}=0$, at $x=1/\sqrt2$, with value $1/(x_c\sqrt{2e})$. The second term moves the maximum by an amount of order $x_c$. Near a stationary point this changes the first term by order $x_c^2/x_c=x_c$, which is negligible here. With $I_c/x_c=V_F\sqrt{2gC}$,

$$I_{\rm pk}\approx V_F\sqrt{\frac{gC}{e}}+\sqrt2\,D\!\left(\tfrac{1}{\sqrt2}\right)I_c,\qquad \sqrt2\,D\!\left(\tfrac1{\sqrt2}\right)=0.725 .$$

This requires that growth has not stopped before the peak, where $V\approx V_F/\sqrt e$; hence $V_t$ must lie below that value. The compliance enters only the smaller term: lowering it hardly lowers the peak. The final conductance follows from $V_t=V_Fe^{-x^2}$ at leading order:

$$G_f\approx\sqrt{2gC\ln(V_F/V_t)} .$$

At this order it is set by the capacitance, not by the compliance. The neglected term $2x_cD(x)$ in $v$ is of first order in $x_c$ and must be small against $V_t/V_F$, so this law converges slowly. For the parameters below it gives a $G_f$ too low by 32% at $C=9C^*$, by 11% at $90C^*$ and by 4% at $900C^*$.

**Numbers.** I take $V_F=3$ V, $V_t=0.5$ V, $g=0.1$ mS/ns and the authors' $I_c$. Then $g=10^5$ S/s and

$$C^*=\frac{(10^{-4}\ \text{A})^2}{(10^{5}\ \text{S/s})(3\ \text{V})^2}=11\ \text{fF}.$$

| $C$ (pF) | $I_{\rm pk}/I_c$ | final resistance (Ω) |
|---|---|---|
| 0.001 | 1.07 | 4987 |
| 0.01 | 1.38 | 4875 |
| 0.1 | 2.58 | 3612 |
| 1 | 6.5 | 1485 |
| 10 | 18.9 | 509 |
| 100 | 58 | 165 |

As a test, the circuit was also integrated in time for these six capacitances, with a source of 1 Ω output resistance limited to $I_c$. Peak current and final conductance agree with the closed form to a relative $3.2\times10^{-5}$.

Take 10 pF for pad, probe and short wiring. Here $gC=10^{-6}$ S², so $\sqrt{gC}=1$ mS, and the two terms of the peak are $3\ \text{V}\times1\ \text{mS}/\sqrt e=1.82$ mA and $0.725\times0.1$ mA $=0.07$ mA. Their sum is 1.89 mA, nineteen times the setting. The peak comes 9.9 ns after the limit is reached, with 1.84 V still on the cell.

Growth stops at 19.3 ns with $G_f=1.965$ mS, or 509 Ω, where the authors' reasoning gives $0.5\ \text{V}/0.1\ \text{mA}=5000$ Ω. The current is then 0.98 mA. With $G$ now fixed, it relaxes to $I_c$ with time constant $C/G_f=5.1$ ns and is down to $2I_c$ at 30 ns. The settled current is the set value, as recorded.

The settled voltage is $I_c/G_f=0.051$ V, so the excess charge is $10\ \text{pF}\times2.949\ \text{V}=29.5$ pC. Averaged over 1 ms this is 29.5 nA, or 0.03% of $I_c$. Even a meter in the cell's own branch would miss the event if it averaged for that long.

Multiplying the current balance by $V$ and integrating until growth stops gives the energy put into the filament:

$$\int IV\,dt=\tfrac12C(V_F^2-V_t^2)+I_c\int V\,dt=43.8+3.6\approx47\ \text{pJ}.$$

Most of it comes from the capacitor, which the compliance does not control.

**Where a resistor helps.** Put $R_s$ between $C$ and the cell, and neglect for now the cell's own capacitance, which lies behind the resistor. During growth the cell voltage is at least $V_t$ and the node voltage at most $V_F$, so

$$I\le\frac{V_F-V_t}{R_s}.$$

For 10 kΩ the bound is 0.25 mA, and integration gives a peak of 0.245 mA. The same resistor on the instrument's side of $C$ leaves 1.855 mA, a reduction of 2%, because the discharge path does not pass through it.

A limiting transistor beside the cell works differently: it leaves little capacitance downstream. With either remedy the cell's own capacitance remains, and it discharges directly through the filament. For 5 nm of oxide with relative permittivity 20 it is 35 fF for a 1 µm square and 0.09 fF for a 50 nm square. The first exceeds $C^*$, so for these parameters the larger cell would overshoot noticeably even with an ideal transistor next to it. A 10 µm square has 3.5 pF, and the peak behind the 10 kΩ resistor is then 1.1 mA, far above the bound.

**Relation to real cells.** The parameters are rough values in the regime of a hafnium-oxide cell about 5 nm thick, formed at a field of 6 MV/cm. The growth rate is the least certain. Making it ten times slower or faster changes the 10 pF peak to 0.65 or 5.8 mA.

The assumption most clearly broken is that $g$ is constant, since filament growth depends strongly on voltage and temperature. A rate proportional to $\exp[(V-V_F)/0.5\ \text{V}]$, equal to $g$ at $V_F$, lowers the peak by about a third, to 1.3 mA, and nearly triples the final resistance, to about 1.5 kΩ. A steeper law, with 0.1 V in place of 0.5 V, lowers the peak to 0.8 mA. The overshoot remains in both cases, but its size and the final resistance depend on the growth law. With constant $g$, a series resistance of 100 Ω lowers the peak to 1.77 mA. A limiter that acts 10 ns late raises it to 3.1 mA.

Treating $C$ as lumped is reasonable here: a 50 Ω cable with this capacitance has a delay of 0.5 ns, short against 10 ns. For 10 nH of wiring, the initial current rise $gV_F=0.3$ mA/ns induces 3 mV.

Heating is not small. The filament power reaches 4.1 mW, whereas $I_cV_F$ is 0.3 mW. A uniformly heated rod of length $l$ and cross-section $A$, with cold ends and thermal conductivity $\kappa$, has a central temperature rise $Pl/(8\kappa A)$. With $l=5$ nm and a rough $\kappa=1$ W/(m K), keeping the rise below 1000 K at 4.1 mW needs a radius of 28 nm. In this estimate a narrower filament gets hotter. The radius is a lower estimate, because the ends are not really cold: for electrodes treated as half-spaces with conductivities of 70 to 20 W/(m K), their own heating adds roughly 300 to 1000 K at this radius. Since growth depends on temperature, a constant $g$ is then doubtful.

**What the manuscript needs.** The compliance setting should not be reported as the largest filament current on the strength of the recorded current alone. In this model it is a good estimate if $C\ll C^*$ and if the limiter's delay is much shorter than $I_c/(gV_F)$, the time in which the current rises by a further $I_c$ at fixed voltage. Here that time is 0.33 ns. The authors should state the capacitance between limiter and cell and the limiter's delay, and either reduce both or measure the current in the cell's branch with nanosecond resolution. The numerical output below lists most of the values used here.

## Numbers as computed

```
forming voltage V_F = 3.0 V, stop voltage V_T = 0.5 V
compliance I_C = 0.10 mA, growth rate g = 0.10 mS/ns
oxide 5 nm, field 6.0 MV/cm
crossover capacitance C* = 11.1 fF
peak/I_C at C = C*: 1.411
C (pF), peak (mA), peak/I_C, final resistance (ohm):
    0.001   0.1067    1.067     4987
    0.010   0.1383    1.383     4875
    0.100   0.2577    2.577     3612
    1.000   0.6490    6.490     1485
   10.000   1.8924   18.924      509
  100.000   5.8265   58.265      165
largest relative gap, closed form to circuit: 3.2e-05
large-C offset sqrt2*D(1/sqrt2) = 0.7248, seen at 100 pF 0.7243
MAIN EXAMPLE C = 10 pF
x_c = 0.0236, G_c = 0.0333 mS
leading term V_F*sqrt(gC/e) = 1.820 mA
with offset term = 1.892 mA
peak current = 1.892 mA = 18.9 I_C
at the peak: G = 1.028 mS, V = 1.842 V
peak comes 9.9 ns after the limit is reached
growth stops after 19.3 ns at G_f = 1.965 mS
current when growth stops = 0.982 mA
final resistance = 509 ohm; without C: 5000 ohm
relaxation time C/G_f = 5.09 ns, end voltage 0.0509 V
current is back to 2 I_C after 30.4 ns
excess charge = 29.49 pC; mean over 1 ms = 29.5 nA
energy in filament until growth stops = 47.3 pJ
  from capacitor 43.8 pJ, from source 3.6 pJ
abrupt fall to 500 ohm: peak 5.988 mA (1 pF), 6.000 mA (100 pF)
10 kohm between C and cell: peak 0.245 mA, bound 0.250 mA
10 kohm on instrument side of C: peak 1.855 mA
NEGLECTED EFFECTS, peak current at 10 pF
growth 10x slower 0.649 mA, 10x faster 5.826 mA
growth rate exp((V-V_F)/0.5 V): 1.296 mA
100 ohm in series with filament: 1.774 mA
limiter 10 ns late: 3.100 mA
inductive voltage, 10 nH: at most 3.0 mV
delay of 50 ohm cable with this C: 0.50 ns
largest filament power = 4.06 mW; I_C*V_F = 0.30 mW
heated radius for 1000 K rise (kappa 1 W/m/K): 28 nm
  same for power I_C*V_F: 8 nm
cell's own capacitance (eps_r 20): 1 um square 35.4 fF, 50 nm square 0.089 fF
```
